# Signal-idler correlation of photon pairs in K equally squeezed modes

## Result and conditions

A pulsed source emits signal and idler photons in $K$ independent pairs of Schmidt modes. All pairs are equally squeezed, and the mean number of photon pairs per pulse, summed over the modes, is $\mu$. Then

$$g_{si}(0)\equiv\frac{\langle n_s n_i\rangle}{\langle n_s\rangle\langle n_i\rangle}=1+\frac1K+\frac1\mu. \qquad (1)$$

Here $n_s$ and $n_i$ are the total signal and idler photon numbers of one pulse. "Zero delay" means that both are counted in the same pulse, by a window that covers all of it; it does not mean equal instants inside the pulse. The denominator is the coincidence signal between two different pulses: these are independent, so the mean of the product is the product of the means.

The model has a classical, undepleted pump that is the same in every pulse, vacuum at the input, no background, no loss while the pairs are generated, and detectors whose response is proportional to photon number. Within it, (1) holds at any gain.

## First derivation: counting pairs

Take one mode pair with annihilation operators $a$ (signal) and $b$ (idler). The source turns the vacuum into

$$|\psi\rangle=U|0,0\rangle,\qquad U=e^{rG},\qquad G=a^\dagger b^\dagger-ab,$$

where the phase of the squeezing has been absorbed into $b$, so that $r\ge0$. Each term of $G$ creates or destroys one photon in both modes, so the state contains equal numbers:

$$|\psi\rangle=\sum_{n}c_n|n,n\rangle .$$

To find $c_n$, let $a(\theta)=e^{-\theta G}a\,e^{\theta G}$, and likewise for $b$. Since $[a,G]=b^\dagger$ and $[b^\dagger,G]=-[b^\dagger,ab]=a$,

$$\frac{da}{d\theta}=b^\dagger(\theta),\qquad \frac{db^\dagger}{d\theta}=a(\theta),$$

and therefore

$$a(\theta)=a\cosh\theta+b^\dagger\sinh\theta. \qquad (2)$$

Setting $\theta=-r$ gives $UaU^\dagger=a\cosh r-b^\dagger\sinh r$. Because $a|0,0\rangle=0$, we have $UaU^\dagger|\psi\rangle=Ua|0,0\rangle=0$, that is,

$$(a\cosh r-b^\dagger\sinh r)\sum_n c_n|n,n\rangle=0.$$

The coefficient of $|n,n+1\rangle$ is $\sqrt{n+1}\,(c_{n+1}\cosh r-c_n\sinh r)$. It must vanish, so $c_{n+1}=c_n\tanh r$. With $x=\tanh^2r$, normalization gives $P(n)=|c_n|^2=(1-x)x^n$.

The moments follow from the generating function

$$\langle z^n\rangle=\sum_n(1-x)(xz)^n=\frac{1-x}{1-xz}.$$

Define $m=x/(1-x)=\sinh^2r$. Then $x=m/(1+m)$ and $1-x=1/(1+m)$, so

$$\langle z^n\rangle=\frac{1}{1+m(1-z)}. \qquad (3)$$

The first derivative at $z=1$ is $\langle n\rangle=m$, and the second is $\langle n(n-1)\rangle=2m^2$. Hence

$$\langle n^2\rangle=2m^2+m.$$

Now take $K$ such mode pairs, with $n_k$ pairs in the $k$-th. The totals are $n_s=n_i=\sum_k n_k$ and $\mu=Km$. Separate the terms with equal and unequal mode labels. The $K$ equal-label terms each give $2m^2+m$. The $K(K-1)$ others each give $m^2$, because the modes are independent:

$$\langle n_sn_i\rangle=K(2m^2+m)+K(K-1)m^2=K^2m^2+Km^2+Km.$$

Substituting $m=\mu/K$ turns the right side into $\mu^2+\mu^2/K+\mu$. Division by $\langle n_s\rangle\langle n_i\rangle=\mu^2$ gives (1).

The same sum identifies the terms. The autocorrelation of the signal alone is

$$g_{ss}=\frac{\langle n_s(n_s-1)\rangle}{\mu^2}=\frac{\langle n_s^2\rangle-\mu}{\mu^2}=1+\frac1K,$$

so that

$$g_{si}=g_{ss}+\frac1\mu. \qquad (4)$$

The 1 is the chance overlap of independent photons. The $1/K$ is thermal bunching, diluted over $K$ modes. The $1/\mu$ comes from photons born together: their coincidences grow as $\mu$, while chance coincidences grow as $\mu^2$.

## Second derivation: field correlations

The second route starts from time bins instead of Schmidt modes. Let $a_j$ be the signal operator in bin $j$ and $b_k$ the idler operator in bin $k$. A general pair source has the generator

$$G=\sum_{jk}\left(F_{jk}a_j^\dagger b_k^\dagger-F_{jk}^*a_jb_k\right).$$

The singular-value decomposition of the joint amplitude is

$$F_{jk}=\sum_l r_l\,\phi_l(j)\,\psi_l(k),$$

with $r_l\ge0$ and orthonormal sets $\phi_l$ and $\psi_l$. Define $A_l=\sum_j\phi_l^*(j)a_j$ and $B_l=\sum_k\psi_l^*(k)b_k$. Then $G=\sum_l r_l(A_l^\dagger B_l^\dagger-A_lB_l)$, and (2) applies to each pair separately:

$$A_l^{\rm out}=A_l\cosh r_l+B_l^\dagger\sinh r_l,\qquad B_l^{\rm out}=B_l\cosh r_l+A_l^\dagger\sinh r_l.$$

Vacuum input gives $\langle A_l^\dagger A_l\rangle=\langle B_l^\dagger B_l\rangle=\sinh^2r_l=m_l$ and $\langle A_lB_l\rangle=\cosh r_l\sinh r_l$ at the output. Return to the bins with $a_j=\sum_l\phi_l(j)A_l$ and $b_k=\sum_l\psi_l(k)B_l$, where any modes needed to complete the sets stay in vacuum. From here on all operators are output operators:

$$I_s(j)=\langle a_j^\dagger a_j\rangle=\sum_l m_l|\phi_l(j)|^2,\qquad I_i(k)=\sum_l m_l|\psi_l(k)|^2,$$

$$M_{jk}=\langle a_jb_k\rangle=\sum_l\sqrt{m_l(m_l+1)}\;\phi_l(j)\psi_l(k).$$

The coincidence signal is a vacuum average of four operators $L_1L_2L_3L_4$, each linear in the input operators. Split $L_1$ into an annihilation part $L_1^-$ and a creation part; the latter vanishes on the vacuum to its left. Commuting $L_1^-$ to the right, until it vanishes on the vacuum there, leaves

$$\langle L_1L_2L_3L_4\rangle=\langle L_1L_2\rangle\langle L_3L_4\rangle+\langle L_1L_3\rangle\langle L_2L_4\rangle+\langle L_1L_4\rangle\langle L_2L_3\rangle,$$

because each commutator is a number, $[L_1^-,L_q]=\langle L_1L_q\rangle$. Apply this to $a_j^\dagger a_jb_k^\dagger b_k$. The last product contains $\langle a_j^\dagger b_k\rangle$, which is zero: it would change the difference between signal and idler numbers, and $G$ conserves that difference. Thus

$$\langle a_j^\dagger a_jb_k^\dagger b_k\rangle=I_s(j)I_i(k)+|M_{jk}|^2. \qquad (5)$$

Sum over all bins. Orthonormality removes the cross terms in $\sum_{jk}|M_{jk}|^2$ and leaves $\sum_l(m_l^2+m_l)$. With $\mu=\sum_lm_l$,

$$g_{si}=1+\frac{\sum_l m_l^2}{\mu^2}+\frac1\mu=1+\frac1{K_{\rm eff}}+\frac1\mu,\qquad K_{\rm eff}=\frac{(\sum_lm_l)^2}{\sum_lm_l^2}. \qquad (6)$$

For $K$ equal occupations $m_l=\mu/K$, the sum $\sum_l m_l^2$ is $\mu^2/K$. Hence $K_{\rm eff}=K$, and (1) is recovered.

Equation (6) also covers unequal squeezing. Write $r_l=R\sqrt{w_l}$ with $\sum_lw_l=1$; the Schmidt number of the joint amplitude is $1/\sum_lw_l^2$. At low gain $m_l\approx R^2w_l$, and $K_{\rm eff}$ tends to this number. At higher gain $\sinh^2r_l$ favours the strongest modes, and the two differ.

## Why the counting window matters

Before the sum over bins, (5) gives a time-resolved correlation

$$g(j,k)=1+\frac{|M_{jk}|^2}{I_s(j)I_i(k)}.$$

Let the squeezing be equal and the Schmidt functions real and shared, $\phi_l=\psi_l$. At equal times $M_{jj}=\sqrt{m(m+1)}\sum_l\phi_l^2(j)$ and $I_s(j)=I_i(j)=m\sum_l\phi_l^2(j)$, so

$$g(j,j)=1+\frac{m+1}{m}=2+\frac K\mu .$$

For $K=1$ this equals (1). For $K>1$ it is larger. Here $M_{jk}=\sqrt{m(m+1)}\sum_l\phi_l(j)\phi_l(k)$, and the Cauchy-Schwarz inequality for this sum shows that $g(j,k)$ never exceeds the equal-time value; at unequal times it is in general smaller. Equation (1) is the average of $g(j,k)$ over all pairs of bins with weight $I_s(j)I_i(k)$, unequal times included. For $K=4$ and $\mu=0.05$ the equal-time value is 82, against 21.25 for the whole pulse.

## What each derivation assumes

The counting argument takes the Schmidt modes as given and rests on perfect pairing, $n_s=n_i$. Pairing alone gives $g_{si}=\langle n_s^2\rangle/\mu^2$, and hence (4), whatever the statistics of the pairs. The thermal law for each mode and the independence of the modes enter only in $g_{ss}$. This route supplies the full number distribution, which is needed for detectors that do not count linearly.

The field argument does not need $n_s=n_i$. It needs linear evolution from vacuum, which permits the factorization of four-operator averages, and a vanishing average $\langle a_j^\dagger b_k\rangle$. In the lossless source the second condition follows from conservation of the number difference, but it also holds when photons are lost independently in each arm. Equation (5) therefore survives loss inside the source, where pairing fails, and it resolves time. By itself it gives second-order correlations; click probabilities need more.

Both assume a pump that is the same in every pulse. Suppose instead that $\mu$ varies from pulse to pulse, independently, with mean $\bar\mu$ and relative variance $v$, at fixed $K$. The same-pulse average becomes $(1+1/K)\langle\mu^2\rangle+\bar\mu$, and the different-pulse average becomes $\bar\mu^2$. Then $g_{si}=(1+1/K)(1+v)+1/\bar\mu$, and pump noise raises the correlation.

## Limits

At small $\mu$ the pair term dominates. At $K=4$, lowering $\mu$ from 0.05 to 0.01 raises $g_{si}$ from 21.25 to 101.25, while $\mu=0.5$ gives 3.25. At large $\mu$ the correlation tends to $1+1/K$. The mode number has a weak effect when pairs are rare: at $\mu=0.05$, going from $K=1$ to $K=100$ changes $g_{si}$ from 22.00 to 21.01.

For classical fluctuating intensities the Cauchy-Schwarz inequality gives $g_{si}^2\le g_{ss}g_{ii}$. Here $g_{ii}=g_{ss}$, so a classical source would need $g_{si}\le g_{ss}$. Equation (4) exceeds this bound by $1/\mu$, at any finite gain.

## A silicon waveguide source

Consider four-wave mixing in a silicon wire 1.0 cm long, pumped at 1550 nm by 10 ps pulses at 50 MHz. For a signal at 1540 nm, energy conservation, $1/\lambda_i=2/\lambda_p-1/\lambda_s$, puts the idler at 1560.1 nm. Choose $\mu=0.05$ and $K=4$, and first treat these four mode pairs as the whole output of the source. Then $m=0.05/4=0.0125$, $r=\operatorname{arsinh}\sqrt{0.0125}=0.1116$, and

$$g_{si}=1+0.25+20=21.25 .$$

Evolving the vacuum numerically in a truncated number basis and combining the modes explicitly tests (1). For $(K,\mu)=(1,0.2)$, $(2,0.5)$, $(3,0.3)$ and $(4,0.05)$ the largest relative deviation was $3.4\times10^{-14}$.

The pump power follows from the Kerr coupling. With index $n_2=5\times10^{-14}$ cm²/W and effective area $A=0.10$ µm², the nonlinear parameter is $\gamma=2\pi n_2/(\lambda_pA)=203$ W⁻¹m⁻¹. For a flat pulse, perfect phase matching and no loss, $r=\gamma PL$, so $P=0.1116/(203\times0.01)$ W, or 55 mW peak.

**Loss after the source.** If each photon is detected independently with probability $\eta_s$ or $\eta_i$, the numerator and denominator of (1) both gain the factor $\eta_s\eta_i$. The ratio stays at 21.25, provided $\mu$ still means the pair number at the source.

**Spectral filters.** A real wire of this length, pumped by 10 ps pulses, usually emits into many more than four mode pairs: roughly 30 for a group-velocity dispersion of 1 ps²/m. Filters must then reduce $K$, and they are not a uniform loss, because one photon can pass while its partner is blocked. Take a flat pulse, pairs born at equal times, and equal filters of unit peak transmission centred on the signal and idler wavelengths, with widths that give $g_{ss}=1.25$. (Insertion loss lowers the values below at fixed photon number after the filters: a peak transmission of 0.8 gives about 15.1 and 11.6.) At 0.05 photons per arm after the filters, $g_{si}$ is then about 18.5 for rectangular transmission and 14.2 for Gaussian transmission, instead of 21.25. The other estimates in this section leave filtering out.

**Threshold detectors.** A detector that clicks once for any number of photons stays silent with probability $(1-\eta)^n$. By (3), the no-click probability is $(1+m\eta)^{-K}$ for one arm. For both arms together it is $[1+m(1-x)]^{-K}$, now with $x=(1-\eta_s)(1-\eta_i)$. With $\eta_s=0.10$ and $\eta_i=0.08$ the click rates are 249.2 and 199.5 kHz. Different-pulse coincidences occur at $249.2\times199.5/50000$ kHz, or 994 Hz, and same-pulse coincidences at 21023 Hz. The unrounded ratio is 21.14, which is 0.5% below the ideal value.

**Background.** Let independent counts, equivalent to $b_s$ and $b_i$ photons per pulse at the source, be added. The numerator becomes $\langle n_sn_i\rangle+\mu b_s+\mu b_i+b_sb_i=(\mu+b_s)(\mu+b_i)+\mu^2(g_{si}-1)$. Division by $(\mu+b_s)(\mu+b_i)$ gives

$$g=1+\frac{g_{si}-1}{(1+b_s/\mu)(1+b_i/\mu)} .$$

A chosen background of $5\times10^{-4}$ photons per arm is 1% of $\mu$. Dark counts at 100 Hz in a 1 ns gate add $10^{-7}$ counts, or about $10^{-6}$ photons referred to the source. The result is $1+20.25/1.020=20.85$.

**Loss during generation.** Let each arm lose photons at rate $\alpha$ per length. Per mode, let $n=\langle a^\dagger a\rangle$ and $M=\langle ab\rangle$. The gain equations $da/dz=\kappa b^\dagger$ and $db/dz=\kappa a^\dagger$, with $\kappa=\gamma P$, contribute $2\kappa M$ to $dn/dz$ and $\kappa(\langle b^\dagger b\rangle+\langle aa^\dagger\rangle)=\kappa(2n+1)$ to $dM/dz$. Each field amplitude decays at $\alpha/2$, so both moments decay at $\alpha$:

$$\frac{dn}{dz}=2\kappa M-\alpha n,\qquad \frac{dM}{dz}=\kappa(2n+1)-\alpha M .$$

Loss mixes in vacuum linearly and creates no average $\langle a^\dagger b\rangle$, so (5) still holds and $g_{si}=1+KM^2/(Kn)^2$. Write $M^2=n^2+pn$ and let $\mu_{\rm out}=Kn$ be the photon number per arm at the waveguide end:

$$g_{si}=1+\frac1K+\frac p{\mu_{\rm out}},\qquad p=\frac{M^2-n^2}{n} .$$

Without loss $p=1$. For low gain, constant pump and weak loss, solve to first order in $\alpha$. First $M=\kappa L(1-\alpha L/2)$. Inserting this and the lossless $n=\kappa^2z^2$ on the right gives $dn/dz=2\kappa^2z-2\alpha\kappa^2z^2$, hence $n=\kappa^2L^2(1-2\alpha L/3)$. So $p\approx M^2/n\approx1-\alpha L/3$: photons whose partners were absorbed add to the single counts but not to the pair term.

A propagation loss of 2 dB/cm gives $\alpha L=0.461$, and the first-order estimate is $p\approx0.85$. This loss is not weak: solving the equations in full for a constant pump gives $p=0.868$, and letting the pump decay at the same rate lowers it to 0.853. The numerical calculation also includes pump decay and two-photon absorption with coefficient 0.5 cm/GW. Absorption of one pump and one generated photon has a loss exponent of 0.084 at the input power. Holding $\mu_{\rm out}=0.05$ then requires about 84 mW at the input and gives $p=0.836$, so $g_{si}=1.25+0.836/0.05\approx18.0$, 15% below the ideal value. Reading $\mu$ from $1/(g_{si}-g_{ss})$ would return $0.05/0.836\approx0.060$ instead of 0.05.

**Smaller effects.** A geometric spectrum $w_l\propto0.6^l$ has Schmidt number $1.6/0.4=4$. At the same $\mu$ it has $K_{\rm eff}=3.990$ and $g_{si}=21.251$, so unequal squeezing is negligible here if $K$ is read as the Schmidt number. One pulse at the input power leaves $1.4\times10^{14}$ free carriers per cm³. With a cross-section of about $1.5\times10^{-17}$ cm² their loss exponent is 0.002; this assumes that carriers disappear between pulses. At 300 K the thermal occupation of optical modes at the pump wavelength is $4\times10^{-14}$, so the vacuum-input assumption holds. This says nothing about spontaneous Raman scattering of the pump, which depends on the occupation at the detuning frequency: about 4.5 at 1.26 THz, and 0.09 at the 15.6 THz optical phonon of silicon. That noise is not computed here and enters only through the chosen background.

## Reading the numbers beside a real device

The area, Kerr index, absorption coefficient, carrier cross-section and propagation loss are rough typical values for silicon wires near 1550 nm. The efficiencies, background, $\mu$ and $K$ are choices. A source built for pure heralded photons aims at $K$ near 1, so $K=4$ is high for that use; at the same $\mu$, $K=1$ would raise the ideal result by 0.75. Where filters set $K$, they can move the result as much as any other effect sized here, or more. Among the remaining effects, taken one at a time, loss during generation moves it most, from 21.25 to about 18.0 at fixed output photon number. Background moves it to 20.85 and threshold detection to 21.14. This ranking belongs to these inputs: the background formula shows that a source with more leaked pump light, or a smaller $\mu$ at the same background, can be limited by noise instead. The numerical output lists the values used, except those for spectral filters, the intermediate loss cases and the occupations at phonon frequencies.

## Calculated quantities

```
largest relative error of formula in tests: 3.4e-14
mean pair number mu: 0.050 per pulse
number of Schmidt modes K: 4
pairs per mode m: 0.0125
squeezing parameter r: 0.1116
thermal term 1/K: 0.250
pair term 1/mu: 20.000
ideal g_si: 21.250
signal autocorrelation from Fock state: 1.2500
g_si after loss from Fock state: 21.250
equal-time g_si inside pulse: 82.00
g_si for K=1, mu=0.05: 22.000
g_si for K=100, mu=0.05: 21.010
g_si for K=4, mu=0.01: 101.250
g_si for K=4, mu=0.5: 3.250
efficiencies signal, idler: 0.10, 0.08
repetition rate: 50 MHz
signal click rate: 249.2 kHz
idler click rate: 199.5 kHz
same-pulse coincidence rate: 21023 Hz
different-pulse coincidence rate: 994 Hz
g_si with threshold detectors: 21.142
background photons per arm and pulse at source: 5.0e-04
dark rate: 100 Hz, gate: 1 ns
dark counts per gate: 1.0e-07
g_si with background and dark counts: 20.850
K_eff for geometric spectrum, Schmidt number 4: 3.990
g_si for geometric spectrum: 21.251
pump, signal, idler wavelengths: 1550.0, 1540.0, 1560.1 nm
pulse duration: 10 ps
waveguide length: 1.0 cm
effective area: 0.10 um2
Kerr index n2: 5.0e-14 cm2/W
two-photon absorption coefficient: 0.50 cm/GW
nonlinear parameter gamma: 203 1/(W m)
propagation loss: 2.0 dB/cm
peak pump power without loss: 55.0 mW
peak pump power with loss, same output mu: 83.6 mW
linear loss exponent over waveguide: 0.461
cross two-photon loss exponent at input power: 0.084
pairing factor p with loss in waveguide: 0.836
g_si with loss in waveguide, same output mu: 17.976
free carriers per pulse: 1.4e+14 cm^-3
free-carrier cross-section: 1.45e-17 cm2
free-carrier loss exponent: 2.0e-03
temperature: 300 K
thermal photons per mode at pump wavelength: 3.7e-14
```
